# Fast Normal Phonon Collisions Cannot Raise the Conductivity of a Debye Branch: verification in Python

```python
# Result under test: for one Debye branch with resistive rate r(E), the heat
# conductivity without normal collisions, k0 = C v^2 <1/r> / 3, is never below
# the value for infinitely fast normal collisions, kinf = C v^2 / (3 <r>).
# C: heat capacity per volume; v: sound speed; < >: average over modes weighted
# by heat capacity; s(E): normal rate; q: wave number; E: phonon energy.
# Units inside: eV, nm, ps, K. Silicon-like parameters are rough typical values.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

KB = const.k / const.e                       # eV/K
HBAR = const.hbar / const.e * 1e12           # eV ps
TO_SI = const.e / (1e-12 * 1e-9)             # eV/(ps nm K) -> W/(m K)

speed, lattice, thickness = 6.0, 0.543, 5.0e5
speed_long, speed_trans = 9.0, 5.4
temp, temp_hot, temp_umklapp = 300.0, 400.0, 150.0
e_ref, umklapp_ref, defect_ref = 0.010, 0.010, 7.0e-5
optical_energy, optical_speed, optical_life = 0.060, 1.0, 3.0
e_split = 0.015
cell_density = 4 / lattice**3
q_max = (6 * np.pi**2 * cell_density) ** (1 / 3)
e_max = HBAR * speed * q_max


def planck(E, T):
    return 1 / np.expm1(E / (KB * T))


def mode_heat(E, T):
    half = E / (2 * KB * T)
    return KB * (half / np.sinh(half)) ** 2


def umklapp(E, T):
    thermal = T / 300 * np.exp(-temp_umklapp * (1 / T - 1 / 300))
    return umklapp_ref * (E / e_ref) ** 2 * thermal


def resistive(E, T, surface=1.0, defects=1.0):
    return (surface * speed / thickness + umklapp(E, T)
            + defects * defect_ref * (E / e_ref) ** 4)


def make_modes(count, branches, bent=False):
    """Arrays: modes per volume, wave number, energy, group speed."""
    x, w = np.polynomial.legendre.leggauss(count)
    q, w = q_max * (x + 1) / 2, w * q_max / 2
    parts = []
    for copies, c in branches:
        if bent:
            arg = np.pi * q / (2 * q_max)
            E = HBAR * c * q_max * 2 / np.pi * np.sin(arg)
            vg = c * np.cos(arg)
        else:
            E, vg = HBAR * c * q, c * np.ones_like(q)
        parts.append((copies * w * q**2 / (2 * np.pi**2), q, E, vg))
    return [np.concatenate(a) for a in zip(*parts)]


def two_limits(modes, T, r):
    """Conductivities without and with infinitely fast normal collisions."""
    w, q, E, vg = modes
    c = w * mode_heat(E, T)
    free = np.sum(c * vg**2 / r) / 3
    drift = np.sum(c * vg * q / E) ** 2 / np.sum(c * r * (q / E) ** 2) / 3
    return free, drift


def relaxation_formula(modes, T, r, s):
    w, q, E, vg = modes
    c = w * mode_heat(E, T)
    p = c / c.sum()
    t = 1 / (r + s)
    bracket = np.sum(p * t) + np.sum(p * s * t)**2 / np.sum(p * r * s * t)
    return c.sum() * speed**2 / 3 * bracket


def solve_boltzmann(modes, T, r, s, n_angle=6):
    """Angle-resolved solution; drift and temperature shift are unknowns
    fixed by conservation of momentum and energy in normal collisions.
    Returns the conductivity of each mode and the temperature shift."""
    w, q, E, vg = modes
    mu, wmu = np.polynomial.legendre.leggauss(n_angle)
    W = np.outer(w, wmu / 2).ravel()
    Q, En, V, R, S = [np.repeat(a, n_angle) for a in (q, E, vg, r, s)]
    M = np.tile(mu, len(q))

    def displaced(u, temperature):
        return planck(En - HBAR * Q * M * u, temperature)

    du, dT = 1e-4, 1e-2
    by_drift = (displaced(du, T) - displaced(-du, T)) / (2 * du)
    by_temp = (displaced(0, T + dT) - displaced(0, T - dT)) / (2 * dT)
    n = len(W)
    A = np.zeros((n + 2, n + 2))
    A[np.arange(n), np.arange(n)] = R + S
    A[:n, n], A[:n, n + 1] = -S * by_drift, -S * by_temp
    for row, conserved in ((n, Q * M), (n + 1, En)):
        weight = W * conserved * S / S.max()
        A[row, :n] = weight
        A[row, n] = -np.sum(weight * by_drift)
        A[row, n + 1] = -np.sum(weight * by_temp)
    rhs = np.zeros(n + 2)
    rhs[:n] = -V * M * by_temp               # gradient of 1 K/nm
    sol = np.linalg.solve(A, rhs)
    flux = -(W * En * V * M * sol[:n]).reshape(len(q), n_angle).sum(axis=1)
    return flux, sol[n + 1]


def branch_mean(f, T, low=0.0, high=None):
    """Heat-capacity average by adaptive quadrature, x = E / e_max."""
    high = 1.0 if high is None else high
    weight = lambda x: x**2 * mode_heat(x * e_max, T)
    tiny = 1e-12
    top = quad(lambda x: weight(x) * f(x * e_max), max(low, tiny), high,
               limit=400, epsabs=0, epsrel=1e-10)[0]
    return top / quad(weight, tiny, 1, epsabs=0, epsrel=1e-10)[0]


# ---- main example and its quadrature check
debye = make_modes(400, [(3, speed)])
w, q, E, vg = debye
heat_capacity = np.sum(w * mode_heat(E, temp))
r = resistive(E, temp)
k_free, k_drift = two_limits(debye, temp, r)
mean_rate = branch_mean(lambda e: resistive(e, temp), temp)
mean_life = branch_mean(lambda e: 1 / resistive(e, temp), temp)
prefactor = heat_capacity * speed**2 / 3
assert abs(k_free / (prefactor * mean_life) - 1) < 1e-6
assert abs(k_drift * mean_rate / prefactor - 1) < 1e-6
energy = lambda T: quad(lambda k: 3 * k**2 / (2 * np.pi**2) * HBAR * speed * k
                        * planck(HBAR * speed * k, T), 1e-9, q_max,
                        epsabs=0, epsrel=1e-12)[0]
assert abs((energy(temp + 0.1) - energy(temp - 0.1)) / 0.2
           / heat_capacity - 1) < 1e-6

# ---- pair identity behind Jensen's inequality
p = w * mode_heat(E, temp) / heat_capacity
pair = (r[:, None] - r[None, :]) ** 2 / (2 * r[:, None] * r[None, :])
pair_gap = p @ pair @ p
assert abs(pair_gap - (mean_rate * mean_life - 1)) < 1e-6

# ---- power-law rates in the classical limit, and the Rayleigh divergence
classical = {}
for power in (1, 2):
    a, b = two_limits(debye, 1e5, (E / e_ref) ** power)
    classical[power] = a / b
    assert abs(a / b - 9 / (9 - power**2)) < 1e-5
rayleigh = [branch_mean(lambda e: (e_max / e) ** 4, temp, low=x)
            for x in (1e-3, 5e-4)]
assert abs(rayleigh[1] / rayleigh[0] - 2) < 0.01

# ---- full Boltzmann solution against the formulas, on one common grid
small = make_modes(60, [(3, speed)])
rs, us = resistive(small[2], temp), umklapp(small[2], temp)
for strength in (1e-6, 0.1, 1.0, 10.0):
    flux, shift = solve_boltzmann(small, temp, rs, strength * us)
    formula = relaxation_formula(small, temp, rs, strength * us)
    assert abs(flux.sum() / formula - 1) < 1e-6
    assert abs(shift) < 1e-5
free_small, drift_small = two_limits(small, temp, rs)
flux_weak = solve_boltzmann(small, temp, rs, 1e-6 * us)[0]
flux_fast = solve_boltzmann(small, temp, rs, 1e4 * us)[0]
assert abs(flux_weak.sum() / free_small - 1) < 1e-4
assert abs(flux_fast.sum() / drift_small - 1) < 2e-3
gray = np.full_like(rs, 0.05)
gray_k = [solve_boltzmann(small, temp, gray, f * us)[0].sum()
          for f in (0.1, 1.0, 100.0)]
assert np.ptp(gray_k) / gray_k[0] < 1e-6

# ---- share of the heat carried by low-energy phonons
share_free = branch_mean(lambda e: 1 / resistive(e, temp), temp,
                         high=e_split / e_max) / mean_life
share_drift = branch_mean(lambda e: 1.0, temp, high=e_split / e_max)
low = small[2] < e_split
heat_small = small[0] * mode_heat(small[2], temp)
assert abs(flux_fast[low].sum() / flux_fast.sum()
           - heat_small[low].sum() / heat_small.sum()) < 2e-3
assert share_free > share_drift

# ---- explicit collinear three-phonon events i + j <-> i + j on a linear branch
M = 150
k = np.arange(1, M + 1)
Ek = k * e_max / M
nk = planck(Ek, temp)
D = k**2 * nk * (nk + 1)
I, J = np.array([(i, j) for i in k for j in range(i, M - i + 1)]).T
events = np.arange(len(I))
change = np.zeros((len(I), M))
change[events, I - 1] += 1
change[events, J - 1] += 1
change[events, I + J - 1] -= 1
event_rate = ((I * J * (I + J)).astype(float) ** 2 * nk[I - 1] * nk[J - 1]
              * (nk[I + J - 1] + 1) * np.where(I == J, 0.5, 1.0))
N = change.T @ (event_rate[:, None] * change)
rk = resistive(Ek, temp)
N *= rk.mean() / np.mean(np.diag(N) / D)     # equal mean rates at strength 1
spectrum = np.linalg.eigvalsh(N / np.sqrt(np.outer(D, D)))
assert abs(spectrum[0]) < 1e-11 * spectrum[-1]
assert spectrum[1] > 1e-5 * spectrum[-1]     # momentum is the only invariant
drive = D * Ek


def event_conductivity(strength, rate):
    psi = np.linalg.solve(np.diag(D * rate) + strength * N, drive)
    return drive @ psi, psi


strengths = [0.0, 0.1, 1.0, 10.0, 100.0, 1e5]
event_k = np.array([event_conductivity(f, rk)[0] for f in strengths])
event_ratio = event_k / event_k[0]
pk = D * Ek**2 / np.sum(D * Ek**2)
event_limit = 1 / (np.sum(pk * rk) * np.sum(pk / rk))
assert np.all(np.diff(event_k) < 0)
assert abs(event_ratio[-1] / event_limit - 1) < 1e-3
step = 1e-3
slope = (event_conductivity(1 + step, rk)[0]
         - event_conductivity(1 - step, rk)[0]) / (2 * step)
psi = event_conductivity(1.0, rk)[1]
assert abs(slope / (-psi @ N @ psi) - 1) < 1e-4
flat = [event_conductivity(f, np.full(M, 0.05))[0] for f in strengths]
assert np.ptp(flat) / flat[0] < 1e-6

# ---- size of neglected effects
bent = make_modes(400, [(3, speed)], bent=True)
split = make_modes(400, [(1, speed_long), (2, speed_trans)], bent=True)
k_bent = two_limits(bent, temp, resistive(bent[2], temp))
k_split = two_limits(split, temp, resistive(split[2], temp))
split_small = make_modes(60, [(1, speed_long), (2, speed_trans)], bent=True)
r_split = resistive(split_small[2], temp)
fast_split = solve_boltzmann(split_small, temp, r_split,
                             1e4 * umklapp(split_small[2], temp))[0].sum()
assert abs(fast_split / two_limits(split_small, temp, r_split)[1] - 1) < 2e-3
assert k_bent[0] > k_bent[1] and k_split[0] > k_split[1]
hot = two_limits(debye, temp_hot, resistive(E, temp_hot))
no_surface = two_limits(debye, temp, resistive(E, temp, surface=0))
no_defects = two_limits(debye, temp, resistive(E, temp, defects=0))
k_optical = (3 * cell_density * mode_heat(optical_energy, temp)
             * optical_speed**2 * optical_life / 3)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("sound speed", speed, "nm/ps")
show("lattice constant", lattice, "nm")
show("die thickness", thickness, "nm")
show("temperature", temp, "K")
show("umklapp activation temperature", temp_umklapp, "K")
show("reference phonon energy", e_ref, "eV")
show("umklapp rate at reference, 300 K", umklapp_ref, "1/ps")
show("point-defect rate at reference", defect_ref, "1/ps")
show("surface rate", speed / thickness, "1/ps")
show("cutoff wave number", q_max, "1/nm")
show("cutoff energy", e_max, "eV")
show("resistive rate at cutoff", resistive(e_max, temp), "1/ps")
show("heat capacity C", heat_capacity, "eV/(nm^3 K)")
show("mean resistive rate <r>", mean_rate, "1/ps")
show("mean lifetime <1/r>", mean_life, "ps")
show("inverse mean rate 1/<r>", 1 / mean_rate, "ps")
show("k0, no normal collisions", k_free * TO_SI, "W/(m K)")
show("kinf, fast normal collisions", k_drift * TO_SI, "W/(m K)")
show("k0 converted", k_free / 10, "eV/(ps angstrom K)")
show("kinf converted", k_drift / 10, "eV/(ps angstrom K)")
show("ratio k0/kinf", k_free / k_drift)
show("pair-identity gap", pair_gap)
show("ratio without point defects", no_defects[0] / no_defects[1])
show("classical ratio, r ~ E", classical[1])
show("classical ratio, r ~ E^2", classical[2])
show("Rayleigh lifetime growth, cutoff halved", rayleigh[1] / rayleigh[0])
show("low-energy limit for heat shares", e_split, "eV")
show("low-energy heat share, no normal", 100 * share_free, "%")
show("low-energy heat share, fast normal", 100 * share_drift, "%")
for f in (0.1, 1.0, 10.0, 100.0):
    value = relaxation_formula(debye, temp, r, f * umklapp(E, temp))
    show(f"k at normal/umklapp rate {f:g}", value * TO_SI, "W/(m K)")
for f, value in zip(strengths[2:], event_ratio[2:]):
    show(f"three-phonon k/k0 at strength {f:g}", value)
show("three-phonon grid limit of k/k0", event_limit)
show("bent branch k0", k_bent[0] * TO_SI, "W/(m K)")
show("bent branch kinf", k_bent[1] * TO_SI, "W/(m K)")
show("longitudinal speed", speed_long, "nm/ps")
show("transverse speed", speed_trans, "nm/ps")
show("two bent speeds k0", k_split[0] * TO_SI, "W/(m K)")
show("two bent speeds kinf", k_split[1] * TO_SI, "W/(m K)")
show("k0 at 400 K", hot[0] * TO_SI, "W/(m K)")
show("kinf at 400 K", hot[1] * TO_SI, "W/(m K)")
show("k0 gain without surface rate", 100 * (no_surface[0] / k_free - 1), "%")
show("mean free path v<1/r>", speed * mean_life, "nm")
show("optical phonon energy", optical_energy, "eV")
show("optical group speed", optical_speed, "nm/ps")
show("optical lifetime", optical_life, "ps")
show("optical phonon conductivity", k_optical * TO_SI, "W/(m K)")
print("no test failed")
```

It prints:

```
sound speed: 6 nm/ps
lattice constant: 0.543 nm
die thickness: 5e+05 nm
temperature: 300 K
umklapp activation temperature: 150 K
reference phonon energy: 0.01 eV
umklapp rate at reference, 300 K: 0.01 1/ps
point-defect rate at reference: 7e-05 1/ps
surface rate: 1.2e-05 1/ps
cutoff wave number: 11.39 1/nm
cutoff energy: 0.045 eV
resistive rate at cutoff: 0.2312 1/ps
heat capacity C: 0.005577 eV/(nm^3 K)
mean resistive rate <r>: 0.1298 1/ps
mean lifetime <1/r>: 14.98 ps
inverse mean rate 1/<r>: 7.702 ps
k0, no normal collisions: 160.6 W/(m K)
kinf, fast normal collisions: 82.59 W/(m K)
k0 converted: 0.1003 eV/(ps angstrom K)
kinf converted: 0.05155 eV/(ps angstrom K)
ratio k0/kinf: 1.945
pair-identity gap: 0.9449
ratio without point defects: 1.845
classical ratio, r ~ E: 1.125
classical ratio, r ~ E^2: 1.8
Rayleigh lifetime growth, cutoff halved: 2.001
low-energy limit for heat shares: 0.015 eV
low-energy heat share, no normal: 36.26 %
low-energy heat share, fast normal: 4.218 %
k at normal/umklapp rate 0.1: 153.7 W/(m K)
k at normal/umklapp rate 1: 122.3 W/(m K)
k at normal/umklapp rate 10: 89.95 W/(m K)
k at normal/umklapp rate 100: 83.4 W/(m K)
three-phonon k/k0 at strength 1: 0.5747
three-phonon k/k0 at strength 10: 0.5218
three-phonon k/k0 at strength 100: 0.5147
three-phonon k/k0 at strength 100000: 0.5139
three-phonon grid limit of k/k0: 0.5139
bent branch k0: 97.02 W/(m K)
bent branch kinf: 17.59 W/(m K)
longitudinal speed: 9 nm/ps
transverse speed: 5.4 nm/ps
two bent speeds k0: 95.97 W/(m K)
two bent speeds kinf: 17.16 W/(m K)
k0 at 400 K: 111.8 W/(m K)
kinf at 400 K: 59.29 W/(m K)
k0 gain without surface rate: 1.375 %
mean free path v<1/r>: 89.88 nm
optical phonon energy: 0.06 eV
optical group speed: 1 nm/ps
optical lifetime: 3 ps
optical phonon conductivity: 0.673 W/(m K)
no test failed
```
